# Convex-Splitting Dynamics of Ferroelectric Domains: Energy Decay for Every Timestep

## Symmetry, scales and the energy

Consider a ferroelectric film between short-circuited electrodes, and assume that unlike electrodes or fixed charges produce no built-in field. Neither sign of polarisation is then preferred, so the free energy is unchanged by $P\to-P$ and contains only even powers of $P$. If the film is also laterally uniform, the quadratic nonlocal part is unchanged by translation, so it is diagonal in Fourier space. To fourth order, the free energy per film volume on a periodic $N\times N$ grid is

$$F(P)=\left\langle-\frac a2P^2+\frac b4P^4\right\rangle+\frac12\langle P\Lambda P\rangle,\qquad a,b>0 .$$

Here $\langle\cdot\rangle$ is the grid mean, $P(x,y)$ is the out-of-plane polarisation, taken uniform through the film, and $\Lambda$ multiplies each Fourier mode by a real, even $\Lambda(k)\ge0$.

Relaxation with viscosity $\rho$ obeys $\rho\,\dot P=-\delta F/\delta P$. The constants $a,b,\rho$ fix the scales

$$P_0=\sqrt{a/b},\qquad t_0=\rho/a,\qquad e_0=aP_0^2 .$$

With $p=P/P_0$, $\ell=\Lambda/a$ and $\tau=\Delta t/t_0$, any energy change in one step must be $e_0$ times a function of $\tau$, $\ell$ and the scaled fields. The task is to find a step for which that function is never positive.

## The nonlocal stiffness

Let the film occupy $0<z<d$ and a dielectric layer $d<z<d+t$, with grounded ideal metals outside. Their background permittivities are $\varepsilon_f$ and $\varepsilon_i$. Since $P$ does not vary with $z$, there is no bound volume charge. The sheet charge at $z=0$ lies on a grounded metal and has zero potential; the sheet charge $+P_k$ at $z=d$ remains.

For lateral wavenumber $k$, Laplace's equation gives

$$\phi=\phi_k\frac{\sinh kz}{\sinh kd}\ \text{(film)},\qquad
\phi=\phi_k\frac{\sinh k(d+t-z)}{\sinh kt}\ \text{(layer)} .$$

At the interface, the vertical fields $-\partial_z\phi$ are $-k\phi_k\coth kd$ in the film and $+k\phi_k\coth kt$ in the layer. Gauss's law, $\varepsilon_0\varepsilon_iE_i-\varepsilon_0\varepsilon_fE_f=P_k$, gives

$$\phi_k=\frac{P_k}{\varepsilon_0k(\varepsilon_f\coth kd+\varepsilon_i\coth kt)} .$$

The electrostatic energy per area is half of charge times potential. Division by $d$ gives $\frac12D(k)|P_k|^2$ per volume, with $D(k)=\phi_k/(dP_k)$. A gradient energy $\frac g2|\nabla P|^2$ adds $gk^2$:

$$\Lambda(k)=gk^2+\frac1{\varepsilon_0dk(\varepsilon_f\coth kd+\varepsilon_i\coth kt)} .$$

As $k\to0$, $k\coth kd\to1/d$ and $k\coth kt\to1/t$, so

$$D(0)=\frac{t}{\varepsilon_0(\varepsilon_ft+\varepsilon_id)} .$$

At large $k$, $D(k)$ falls as $1/k$ while $gk^2$ rises. Fine domains reduce the depolarisation energy but cost gradient energy.

## The discrete step and its solution

In scaled form,

$$E(p)=\left\langle-\tfrac12p^2+\tfrac14p^4+\tfrac12p\,\ell p\right\rangle .$$

Because the symbol is real and even, $\langle u\,\ell v\rangle=\langle v\,\ell u\rangle$. Differentiating $E(p+s\eta)$ at $s=0$ gives $\langle\eta(-p+p^3+\ell p)\rangle$. The force is therefore

$$f(p)=p-p^3-\ell p .$$

This is the gradient of the discrete energy if the cube is taken point by point and energy and force use the same $\ell(k)$, including at the Nyquist modes. Aliasing of the cube affects spatial accuracy, but it leaves this gradient relation intact.

The energy is a convex part, $\langle p^4/4+p\,\ell p/2\rangle$, minus another convex part, $\langle p^2/2\rangle$. The first is evaluated at the new state $q$, the second at the old state $p$:

$$\boxed{\frac{q-p}{\tau}+q^3+\ell q=p}$$

In physical variables this is $\rho(Q-P)/\Delta t+bQ^3+\Lambda Q=aP$. It is the condition for a stationary point of

$$J(q)=\left\langle\frac{(q-p)^2}{2\tau}+\frac{q^4}{4}+\frac{q\,\ell q}{2}-pq\right\rangle .$$

The quartic term is strictly convex and outgrows the linear term, while the other terms are convex. On the finite grid, $J$ therefore has one minimum and no other stationary point. The step exists and is unique for every $\tau>0$, and also when $1/\tau=0$.

## Proof of decay, including solver error

Let $\delta=q-p$, and let an approximate solution leave the residual

$$r=\frac{\delta}{\tau}+q^3+\ell q-p .$$

Three identities are needed. First, $q^2-p^2=2p\delta+\delta^2$, so

$$-\tfrac12(q^2-p^2)=-p\delta-\tfrac12\delta^2 .$$

Second, inserting $p=q-\delta$ and using the symmetry of $\ell$,

$$\tfrac12\langle q\,\ell q-p\,\ell p\rangle=\langle\delta\,\ell q\rangle-\tfrac12\langle\delta\,\ell\delta\rangle .$$

Third, $q^4-p^4=\delta(q^3+q^2p+qp^2+p^3)$, hence

$$\begin{aligned}
q^3\delta-\tfrac14(q^4-p^4)
&=\tfrac14\delta(3q^3-q^2p-qp^2-p^3)\\
&=\tfrac14\delta^2(3q^2+2qp+p^2)\\
&=\tfrac14\delta^2[2q^2+(q+p)^2].
\end{aligned}$$

In the sum, the terms linear in $\delta$ are $\langle\delta(q^3+\ell q-p)\rangle$, which equals $\langle r\delta\rangle-\langle\delta^2\rangle/\tau$ by the definition of $r$. Therefore

$$\begin{aligned}
E(q)-E(p)={}&-\left(\frac1\tau+\frac12\right)\langle\delta^2\rangle-\frac12\langle\delta\,\ell\delta\rangle\\
&-\frac14\left\langle\delta^2[2q^2+(q+p)^2]\right\rangle+\langle r\delta\rangle .
\end{aligned}$$

For an exact solve, $r=0$ and every remaining term is nonpositive. In physical variables,

$$F(Q)-F(P)\le-\left(\frac{\rho}{\Delta t}+\frac a2\right)\langle(Q-P)^2\rangle .$$

This proves decay for every timestep, with equality of the energies only if $Q=P$. The term $a/2$ keeps the bound useful even at $\Delta t=\infty$.

For an inexact solve, let $\|u\|=\langle u^2\rangle^{1/2}$. Cauchy–Schwarz gives $\langle r\delta\rangle\le\|r\|\|\delta\|$. It is therefore enough to stop the solver when

$$\|r\|\le\theta\left(\frac1\tau+\frac12\right)\|\delta\|,\qquad0<\theta<1 .$$

The energy then falls by at least $(1-\theta)(1/\tau+1/2)\|\delta\|^2$. Away from a stationary state this rule can be met, because $r\to0$ while $\delta$ tends to a nonzero value. Near one, rounding sets a floor for $r$, and the guarantee holds up to rounding.

The solver is Newton's method on $J$. Its correction $\eta$ satisfies

$$\left(\frac1\tau+3q^2+\ell\right)\eta=-r .$$

The operator is positive definite, since $D(k)>0$ on the grid. Conjugate gradients solve this equation, with the preconditioner $[1/\tau+\langle3q^2\rangle+\ell(k)]^{-1}$ applied in Fourier space. The correction is halved until $J$ decreases sufficiently.

Decay also controls the long run. Since $\ell\ge0$ and $-p^2/2+p^4/4\ge-1/4$, $E\ge-1/4$. For exact solves, summing the bound over all steps gives

$$\left(\frac1\tau+\frac12\right)\sum_n\|\delta_n\|^2\le E(p_0)+\frac14 .$$

So $\|\delta_n\|\to0$. The step equation also gives $f(q)=(1+1/\tau)\delta$, so the force tends to zero and every limit point is stationary. The proof does not say that the state reached is the lowest one.

## Time error: a slowed clock

Write $p=q-\delta$ on the right of the step equation. Then $\delta(1+1/\tau)=f(q)$, or

$$q=p+\tau_{\rm eff}f(q),\qquad \tau_{\rm eff}=\frac{\tau}{1+\tau}.$$

The scheme is backward Euler with a shortened step. However large $\Delta t$ is, its effective step stays below $\rho/a$. This explains why stability at large $\Delta t$ does not give accurate dynamics.

For the local error, $\tau_{\rm eff}=\tau-\tau^2+O(\tau^3)$ and $f(q)=f+\tau f'f+O(\tau^2)$, where $f'$ is the Jacobian at $p$. The numerical step is $p+\tau f+\tau^2(f'f-f)+O(\tau^3)$, whereas the flow gives $p+\tau f+\frac12\tau^2f'f+O(\tau^3)$. The difference is

$$\tau^2\left(\tfrac12f'f-f\right)+O(\tau^3).$$

The method is first order over a fixed time. The term $-f$ is the clock error. It can be removed by assigning the time $n\Delta t/(1+\tau)$ to step $n$; the usual backward Euler error remains.

The uniformly poled state gives a direct case. It satisfies $p_w^2=1-\ell(0)$ when $\ell(0)<1$. For a small mode on top of it, $q^3$ contributes $3p_w^2$ times the mode amplitude. One step therefore multiplies that amplitude by

$$\frac{1/\tau+1}{1/\tau+3p_w^2+\ell(k)},$$

while its true growth rate is $\sigma=1-3p_w^2-\ell(k)$ per $t_0$. Both expressions give growth under the same condition, $3p_w^2+\ell(k)<1$.

## Parameters of a bilayer junction

Consider 10 nm of ferroelectric hafnium-zirconium oxide on 2 nm of alumina, with rough parameters $P_0=20$ uC/cm2, intrinsic coercive field $E_c=1.5$ MV/cm, $\varepsilon_f=25$, $\varepsilon_i=9$ and $g=10^{-9}$ m3/F. The viscosity is a round 1 ohm m, and all times scale with it.

Without depolarisation, $E=-aP+bP^3$ has its turning points at $P^2=P_0^2/3$, where $|E|=2aP_0/(3\sqrt3)$. Thus

$$a=\frac{3\sqrt3}{2}\frac{E_c}{P_0}=1.95\times10^9\ \text{m/F},$$

with $t_0=0.513$ ns and $e_0=77.9$ J/cm3.

The uniform depolarisation stiffness is $\ell(0)=0.828$. Hence $p_w^2=0.172$, so the poled film keeps 8.3 uC/cm2 and has energy $-e_0p_w^4/4=-0.576$ J/cm3. In a periodic cell 40 nm wide, the softest grid mode has a period of 12.65 nm and $\ell=0.443$. Its growth rate on the poled state is

$$\sigma=1-3(0.172)-0.443\approx0.041,$$

or 0.080 per ns. With these parameters the poled state is weakly unstable to domains at zero voltage, with an $e$-folding time near 13 ns.

For this mode, an infinite step gives a growth factor of 1.043, equivalent to 0.52 ns of true evolution. At $\Delta t=0.1$ ns, $\tau=0.195$ and the effective step is $0.1/1.195=0.084$ ns. The clock is 16% slow relative to the nominal time.

## Decay from rough data, and schemes without it

An $80\times80$ grid was filled with independent Gaussian values of standard deviation $P_0$. Its initial energy was 544.39 J/cm3. Thirty steps were taken at each setting, with $\theta=10^{-3}$:

| $\Delta t$ (ns) | Smallest drop (J/cm3) | Final energy (J/cm3) |
|---|---:|---:|
| 0.01 | 0.074 | 0.44 |
| 1 | 0.0083 | −4.09 |
| 10 | 0.0045 | −4.16 |
| $\infty$ | 0.0042 | −4.16 |

The energy fell at every step. The last two rows nearly agree because their effective steps, 0.49 and 0.51 ns, nearly agree.

Other treatments of the same energy lack this guarantee:

- **Forward Euler.** One 0.1 ns step from the same data raised the energy to 10,507 J/cm3. The stiffest grid mode has $\ell\approx41$, so its linear multiplier about $p=0$ is $1+0.195(1-41)\approx-7$.
- **Explicit cube, implicit $\ell$.** From uniform $p=2$ with $\tau=10$, the new value is $(0.2+2-8)/(0.1+0.828)=-6.25$. The energy rises from 285 to 29,468 J/cm3; convex splitting lowers it to 17.5 J/cm3.
- **Backward Euler with the full step.** From the poled state, uniform solutions obey $(q-p_w)(q^2+p_wq+1/\tau)=0$. Three are real and distinct when $\tau>4/p_w^2\approx23$. At $\tau=100$ they are $-0.389$, $-0.026$ and $0.415$, and the first two have higher energy than the starting state, by 0.008 and 0.57 J/cm3.

A constant field $E$ adds $E$ to the right side of the physical step. The proof then applies to $F-E\langle P\rangle$, because its extra linear term cancels. $F$ itself may rise. When a uniform film was switched from the positive poled state by $-0.195$ MV/cm, $F$ first rose by 0.576 J/cm3, the height of the barrier at $P=0$.

## Domains at zero voltage

The relaxation run starts from Gaussian noise of standard deviation 0.4 uC/cm2 and uses $\Delta t=0.1$ ns. The energy is 0.191 J/cm3 at the start, $-0.513$ at 5 ns, $-3.80$ at 10 ns and $-4.13$ at 30 ns. These are nominal times; by the effective clock, the run ends near 25 ns.

A single stripe mode provides an independent estimate. For $p=A\cos(\mathbf k\cdot\mathbf x)$, $\langle\cos^2\rangle=1/2$ and $\langle\cos^4\rangle=3/8$, so

$$E=-\tfrac14(1-\ell)A^2+\tfrac3{32}A^4 .$$

Setting the derivative with respect to $A^2$ to zero gives $A^2=4(1-\ell)/3$ and $E=-(1-\ell)^2/6$. With $\ell=0.443$, this is $-4.03$ J/cm3 and an rms polarisation of 12.2 uC/cm2. At 30 ns, with its energy still falling slowly, the run gives $-4.13$ J/cm3 and 12.8 uC/cm2. Its lower energy is possible because it is not restricted to one mode, but the closeness of the two values is partly accidental. A straight stripe relaxed with all its harmonics has $-4.46$ J/cm3 at a period of 12.65 nm and $-4.49$ J/cm3 at 13.33 nm, so the run has not reached the lowest state; 150 ns more brings it only to about $-4.24$ J/cm3. Three other noise seeds give $-4.07$ to $-4.23$ J/cm3 at 30 ns.

The strongest Fourier mode has the softest-mode period, 12.65 nm, and 49% of the area points up. The small cell allows few nearby periods, and which mode is strongest depends on the initial noise: three other seeds give 14.1, 12.65 and 17.9 nm. The power-weighted mean period is steadier, 12.0 to 12.6 nm over these seeds and 12.1 nm in a cell 80 nm wide.

Halving the timestep, with the initial noise fixed, gives $-4.14$ J/cm3. The rms change in $P$ is 0.44 uC/cm2, or 3.5% of the rms polarisation. The finer run has also reached a later effective time, near 27 ns, which agrees in sign with its lower energy. Beyond two thirds of the axial Nyquist wavenumber, no Fourier amplitude exceeds $2.3\times10^{-4}$ of the peak.

## What limits the physical prediction

The polarisation and the alumina permittivity are rough typical values, while $g$ and $\rho$ are much less certain. The value $\varepsilon_f=25$ is typical of the total measured permittivity, but here it is only the background. The Landau term adds $1/(2a\varepsilon_0)\approx29$ near $P_0$, so the model film is too polarisable and its depolarisation stiffness is probably too small. For a background $\varepsilon_f$ below about 13, $\ell(0)>1$ and the uniformly poled state does not exist at all. Real interfaces can hold charge, which the model excludes. A rough direct-tunnelling estimate, with a 3 eV barrier, mass $0.3m_e$ and available interface states, gives an initial current that would carry the polarisation charge in about a microsecond. In the poled film the polarisation grows as charge builds up, so more charge is needed than at the start. After an initial rise of about a third, the current falls as the depolarising field weakens. Compensating most of the polarisation therefore takes several times longer, and the last part is slower still. Tunnelling also depends exponentially on the barrier and the mass. Plausible changes in them move the initial estimate from nanoseconds to tens of microseconds. This is short compared with data storage, but not always long compared with the run. Full compensation of a poled film would remove its depolarising field and raise its polarisation from 8.3 to 20 uC/cm2. The predicted growth of domains from the poled state therefore applies only to an almost uncompensated interface: about 0.15 uC/cm2 of fixed interface charge is enough to stop it. At the estimated initial current of about 13 A/cm2 this charge passes in roughly 10 ns, comparable to the 13 ns $e$-folding time, so with available interface states the growth may be stopped before it develops. It is also marginal in the parameters. Raising $E_c$ by just over 2%, or $g$ by more than about 36%, makes the poled state stable against small disturbances.

Uniform polarisation through the depth is also a severe assumption. At the domain period, the depolarising field at the alumina side of the film is $kd\coth kd=5.0$ times its depth mean. A depth-dependent polarisation could lower the minimum energy further; the size of that change is not calculated here. The domain energy and period are thus results of the depth-averaged model.

Averaged through the depth of the layer, the largest alumina field is 6.9 MV/cm, against a rough breakdown field of 10 MV/cm. For a single mode at the domain period, the field beside the ferroelectric is $kt\coth kt\approx1.3$ times this mean, which would give about 9 MV/cm. With all modes of the final state included, the peak vertical field is lower, about 7.4 MV/cm, so the margin is modest.

The ferroelectric itself is closer to failure. Its largest depth-mean field is 1.4 MV/cm, and the vertical field at its alumina side, with all modes included, peaks near 5.6 MV/cm. The lateral field at that interface reaches about 6.9 MV/cm and sets the peak field magnitude in the film; the model allows no in-plane polarisation to respond to it. Such films typically break down at a few MV/cm. The model's domain state therefore lies outside the safe range of a real film, unless a depth-dependent polarisation or interface charge lowers this field. The wall-width parameter $w=\sqrt{2g/a}=1.0$ nm spans about two lattice cells, so the continuum gradient is marginal there.

Thermal noise is absent from the decay theorem. At 300 K, the bare well depth $e_0/4$ in a volume $w^2d$ is 48 $k_BT$. Scaling by the energies above leaves about 10 $k_BT$ for the domains but only 1.4 $k_BT$ for the poled state. Noise could therefore affect how the poled state starts to break up. The numerical output below gives the remaining values.

## Computed results

```
P0 = 20.0 uC/cm2, coercive = 1.50 MV/cm
film 10.0 nm, interlayer 2.0 nm
permittivities: film 25, interlayer 9
g = 1.00e-09 m3/F, rho = 1.00 ohm m
a = 1.9486e+09 m/F, b = 4.8714e+10 m5/(F C2)
time unit rho/a = 0.5132 ns
energy unit a P0^2 = 77.942 J/cm3
box 40 nm, grid 80 x 80
D(0) = 1.6134e+09 m/F, D(0)/a = 0.8280
softest grid mode: period 12.65 nm, ell = 0.4432
30 steps from rough data: dt, smallest drop, start and end energy
      0.01 ns 7.375e-02 544.39 0.4445 J/cm3
      0.10 ns 6.512e-02 544.39 -2.7892 J/cm3
      1.00 ns 8.330e-03 544.39 -4.0882 J/cm3
     10.00 ns 4.460e-03 544.39 -4.1565 J/cm3
   1000.00 ns 4.177e-03 544.39 -4.1632 J/cm3
       inf ns 4.174e-03 544.39 -4.1633 J/cm3
observed order in time = 0.991
poled state: P = 8.294 uC/cm2, energy -0.5763 J/cm3
soft-mode growth rate = 0.07967 per ns
  dt 0.1 ns: factor 1.006713, true time advanced 0.0840 ns
  dt inf ns: factor 1.042630, true time advanced 0.5240 ns
forward Euler, 0.1 ns: 544.39 -> 10507.18 J/cm3
from 2 P0, dt 5.13 ns: start 284.96 J/cm3
  explicit cubic 29468.44, convex splitting 17.53 J/cm3
backward Euler, dt 51.3 ns, from poled: roots P/P0 -0.3890, -0.0257, 0.4147
field -0.1949 MV/cm: F rises by 0.5763 J/cm3 during switching
relaxation at zero voltage, dt 0.1 ns: time, energy
    0 ns 0.19121 J/cm3
    2 ns -0.00333 J/cm3
    5 ns -0.51305 J/cm3
   10 ns -3.79930 J/cm3
   20 ns -4.06432 J/cm3
   30 ns -4.13221 J/cm3
half timestep: end energy -4.14196 J/cm3, rms change 0.443 uC/cm2
domain period 12.65 nm, up fraction 0.487
mean P -0.271, rms P 12.770, max |P| 16.814 uC/cm2
spectral tail / peak amplitude = 2.3e-04
interface potential: domains 1.377 V, poled 1.338 V
interlayer field: domains 6.89, poled 6.69, breakdown ~10 MV/cm
tunnel barrier 3.0 eV, mass 0.3 m_e
  domains: 1.36e+01 A/cm2, compensation time 0.940 us
  poled: 1.27e+01 A/cm2, compensation time 0.652 us
wall width parameter 1.013 nm, cell ~0.5 nm
well depth in width^2 * d: 48.3 kT at 300 K
depolarising field, film surface / depth mean = 4.97
```
